# Short-circuit heating time of a thin layer, with and without conduction

## Question

I am working on an exercise about a power transistor during a short circuit. A heated layer 10 µm thick stores 3 J/(cm³ K). It carries 1 kA/cm² while 800 V stands across it, and I must find how long it takes to warm by 500 K "adiabatically".

I know that the heating per volume is current density times field. But the field in a depleted layer is not uniform, so different depths heat at different rates, and I don't see which field to use. I also don't know how to judge the word "adiabatically". The layer sits on a thick substrate of the same material, so surely some heat escapes. Is there one definite answer, and does it mean anything for a real device?

## Answer

There is one definite answer for the mean temperature of the layer, and the field profile drops out of it. Whether heat escapes is a separate question, which the same numbers can settle.

### The adiabatic time

Let $x$ run from the top junction, $x=0$, down to the lower edge of the layer, $x=d$. The current density $J$ is the same at every depth, and $E(x)$ is the magnitude of the field. With volumetric heat capacity $C$ and thermal conductivity $\kappa$, energy conservation reads

$$C\,\frac{\partial T}{\partial t}=\frac{\partial}{\partial x}\left(\kappa\frac{\partial T}{\partial x}\right)+J\,E(x).$$

Integrate over the layer. The conduction term gives the difference of $\kappa\,\partial T/\partial x$ between the two faces. "Adiabatic" means that no heat crosses either face, so this difference is zero. The field integrates to the voltage, $\int_0^d E\,dx=V$, whatever its shape. For constant $C$,

$$C\,d\,\frac{d\bar T}{dt}=JV\quad\Rightarrow\quad t_{\rm ad}=\frac{C\,d\,\Delta T}{JV},$$

where $\bar T$ is the mean layer temperature. Conduction inside the layer redistributes heat but cannot change this mean.

The energy needed per area is

$$C\,d\,\Delta T=3\times10^{-3}\times500=1.5\ \text{J/cm}^2,$$

with $d=10^{-3}$ cm. The power per area is $1000\times800=8\times10^5$ W/cm². Therefore

$$t_{\rm ad}=\frac{1.5}{8\times10^{5}}\ \text{s}=1.875\ \mu\text{s}\approx1.9\ \mu\text{s}.$$

That is the answer to the exercise. The mean heating rate is 266.7 K/µs.

### What the field profile does change

Suppose that the layer has uniform doping $N$ and is depleted just to its lower edge. Poisson's equation for the field magnitude is $dE/dx=-qN/\varepsilon$, with $E(d)=0$, so

$$E(x)=\frac{qN}{\varepsilon}(d-x),\qquad V=\int_0^dE\,dx=\frac{qNd^2}{2\varepsilon}.$$

Eliminating $N$ gives

$$E(x)=\frac{2V}{d^2}(d-x),\qquad N=\frac{2\varepsilon V}{qd^2}.$$

The field at the junction is $2V/d=1.6$ MV/cm, twice the mean. With no conduction at all, even within the layer, the junction would therefore warm by 1000 K while the mean warmed by 500 K.

### Is the layer really adiabatic?

Take silicon carbide as the material, with a rough $\kappa=2$ W/(cm K) for the hot layer. The diffusivity is $D=\kappa/C=0.667$ cm²/s, and heat crosses the layer in a time of order $d^2/D=1.5$ µs. This is shorter than $t_{\rm ad}$, so the loss to the substrate cannot be small.

To calculate it, let the substrate be thick and of the same material, keep the top insulated, and return to uniform heating $JV/d$ per volume. A thin sheet of heat released at $x'$ in infinite material spreads after a time $s$ into the normalized profile

$$G(x-x',s)=\frac{1}{\sqrt{4\pi Ds}}\,e^{-(x-x')^2/(4Ds)}.$$

An insulated top requires $\partial T/\partial x=0$ at $x=0$. A mirror-image source in $-d<x<0$ achieves this by symmetry. The problem becomes a source of width $2d$ in infinite material.

**Surface temperature.** Heat released a time $s$ ago contributes at $x=0$ the fraction

$$\int_{-d}^{d}G(x',s)\,dx'=\operatorname{erf}\!\left(\frac{d}{2\sqrt{Ds}}\right)$$

of the rise it would cause without conduction. Summing over all ages $s$, with $a=d/(2\sqrt D)$,

$$\Delta T_{\rm surf}(t)=\frac{JV}{Cd}\,I(t),\qquad I(t)=\int_0^t\operatorname{erf}\!\left(\frac{a}{\sqrt s}\right)ds.$$

Integrate by parts, using $\frac{d}{ds}\operatorname{erf}(a/\sqrt s)=-\frac{a}{\sqrt\pi}s^{-3/2}e^{-a^2/s}$:

$$I=t\operatorname{erf}\!\left(\frac{a}{\sqrt t}\right)+\frac{a}{\sqrt\pi}\int_0^t s^{-1/2}e^{-a^2/s}ds.$$

A second integration by parts gives

$$\int_0^t s^{-1/2}e^{-a^2/s}ds=2\sqrt t\,e^{-a^2/t}-2a^2\int_0^t s^{-3/2}e^{-a^2/s}ds.$$

In the last integral put $z=a/\sqrt s$, so that $s^{-3/2}ds=-(2/a)\,dz$. It becomes $(2/a)\int_{a/\sqrt t}^\infty e^{-z^2}dz=(\sqrt\pi/a)\operatorname{erfc}(a/\sqrt t)$. Collecting terms,

$$I(t)=t\operatorname{erf}\!\left(\frac{a}{\sqrt t}\right)+2a\sqrt{\frac t\pi}\,e^{-a^2/t}-2a^2\operatorname{erfc}\!\left(\frac{a}{\sqrt t}\right).$$

Here $a^2=d^2/(4D)=0.375$ µs. At $t=1.875$ µs we have $a^2/t=0.2$, and the three terms give

$$I=0.8867+0.7747-0.3953=1.266\ \mu\text{s}.$$

The surface has warmed by $266.7\times1.266\approx338$ K, not 500 K. It reaches 500 K after 3.36 µs.

**Mean temperature.** The fraction of a heat pulse still in the layer after time $s$ is $G$ integrated over observation points and averaged over source points. By symmetry, both may run over the full width $L=2d$. A separation $y$ between the two points occurs with weight $L-|y|$, so

$$f(s)=\frac{2}{L}\int_0^L(L-y)\,G(y,s)\,dy.$$

The two pieces are

$$\int_0^LG\,dy=\tfrac12\operatorname{erf}\!\left(\frac{d}{\sqrt{Ds}}\right),\qquad \int_0^LyG\,dy=\sqrt{\frac{Ds}{\pi}}\left(1-e^{-d^2/(Ds)}\right),$$

and hence

$$f(s)=\operatorname{erf}\!\left(\frac{d}{\sqrt{Ds}}\right)-\frac1d\sqrt{\frac{Ds}{\pi}}\left(1-e^{-d^2/(Ds)}\right).$$

The mean rise is $(JV/Cd)\int_0^tf\,ds$. At 1.875 µs it is 302 K, so about 60 % of the heat is still in the layer. The mean reaches 500 K after 3.82 µs, twice the adiabatic time.

As a test, the heat equation was solved directly on 0.2 µm cells with 5 ns steps for this uniform heating. The surface and mean rises agreed with the two formulas within 0.2 % at 0.5, 1.875 and 5 µs.

### Early and late limits

For $Ds\ll d^2$ the error function is nearly 1 and the exponential is negligible, so $f\approx1-\sqrt{Ds/\pi}/d$. Integrating from 0 to $t$ and dividing by $t$ gives

$$\text{fraction lost}\approx\frac{2}{3d}\sqrt{\frac{Dt}{\pi}}.$$

A loss of 5 % means $\sqrt{Dt/\pi}=0.075\,d$, or

$$t=(0.075)^2\,\frac{\pi d^2}{D}=0.0265\ \mu\text{s}.$$

The adiabatic time is about 70 times longer than this. With material, layer thickness and temperature rise held fixed, $JV$ would have to be about 70 times larger for the adiabatic estimate to hold to 5 %. Alternatively, at fixed $JV$ and $\Delta T$, the layer would have to be about 70 times thicker, because $t_{\rm ad}$ grows as $d$ and the permitted time as $d^2$.

For $t\gg a^2$, expand the closed form of $I$ for small $a/\sqrt t$. The first two terms each give $2a\sqrt{t/\pi}$ and the third gives $-2a^2$, so that

$$\Delta T_{\rm surf}\approx 2JV\sqrt{\frac{t}{\pi\kappa C}}-\frac{JVd}{2\kappa}.$$

The leading term does not contain $d$: the substrate now stores most of the heat. The second term, 200 K here, accounts for the heat being released over a finite depth and not all at the surface. At 3.36 µs the expression gives $676-200=476$ K, about 5 % below the full result of 500 K.

### Other corrections for a silicon carbide device

A 10 µm layer blocking 800 V is in the regime of a 1200 V class silicon carbide transistor. With a relative permittivity of about 9.7, the doping formula above gives $8.6\times10^{15}$ cm⁻³. The following estimates use rough material values and a start at 300 K. The first three are made one at a time, without substrate loss.

- **Top metal.** Aluminium 4 µm thick with 2.4 J/(cm³ K) stores $9.6\times10^{-4}$ J/(cm² K), against $3\times10^{-3}$ for the layer. If both share one temperature, the time grows by the factor 1.32, to 2.48 µs.
- **Heat capacity.** If $C$ and $J$ depend on a uniform layer temperature, the energy balance $C(T)\,d\,dT=J(T)\,V\,dt$ gives $t=(d/V)\int (C/J)\,dT$. Let $C$ rise linearly from 2.2 to 3.6 J/(cm³ K). Its mean is 2.9, and the time is 1.81 µs. The value 3 in the exercise is a fair average.
- **Falling current.** Let $J\propto T^{-1/2}$, an assumed mild fall of the current as the device heats, so that $J$ drops to 612 A/cm² at 800 K. Then $\int(T/300)^{1/2}dT=671$ K replaces 500 K, and the time is 2.52 µs.
- **Triangular heating with substrate loss.** At 1.875 µs the junction has warmed by 388 K, far below the 1000 K found without conduction. It reaches 500 K after 2.83 µs.

Substrate loss, triangular heating, top metal and falling current can be combined in one numerical solution of the heat equation. There $C$ and $\kappa$ are constant, and $J$ follows the mean layer temperature. In real silicon carbide both vary considerably between 300 and 800 K, so the resulting time is a rough estimate: with $C$ rising from 2.2 to 3.6 J/(cm³ K) and $\kappa$ falling roughly as $T^{-1.2}$ from a 300 K value between 3.3 and 4.9 W/(cm K), it lies between about 5.2 and 6.3 µs. In this constant-property model the hottest point reaches a 500 K rise after about 6.5 µs, some 3.4 times the adiabatic value. It lies slightly below the top face, at a depth of less than 1 µm. The reason is that the metal draws its heat through that face,

$$\kappa\left.\frac{\partial T}{\partial x}\right|_{0}=C_mh\,\frac{\partial T}{\partial t}>0,$$

where $C_mh$ is the heat capacity of the metal per area, so the temperature first rises with depth. The difference is less than 1 K, too small for the 0.2 µm cells to give it accurately. In this time heat spreads over roughly $\sqrt{Dt}\approx21$ µm, so the assumption of a thick substrate is reasonable for a wafer of 100 µm or more.

Rough checks of some electrical effects left out:

- The peak field is 0.64 of a rough breakdown field of 2.5 MV/cm. This ratio shows a margin, but it is not a calculation of avalanche gain.
- For tunnelling across the gap $E_g$ in a field force $F=qE$, the barrier integral $\frac2\hbar\int_0^{E_g/F}\sqrt{2m(E_g-Fx)}\,dx$ equals $4\sqrt{2m}\,E_g^{3/2}/(3\hbar F)$. With a gap of 3.2 eV and a mass of 0.3 electron masses it is 134 at the peak field, and a factor $e^{-134}$ is negligible.
- The carriers that carry the current have density $J/(qv)=3.1\times10^{14}$ cm⁻³ at a drift velocity $v=2\times10^7$ cm/s. This is 3.6 % of the doping, or about 6 % if the velocity in the hot layer falls to $1.2\times10^7$ cm/s, and it lowers the peak field by only 2 to 3 %. The ratio grows in proportion to $J$: at 5 kA/cm² it is 18 to 30 %, and the field profile is then noticeably flattened.
- At 800 K the intrinsic density is of order $10^{10}$ cm⁻³. With a lifetime of 1 µs, thermal generation in the layer supplies a current of order $10^{-6}$ A/cm², which is negligible.

The current density is the input to check first for a real device. Short-circuit values depend on the design and can be several times 1 kA/cm². The adiabatic time scales as $1/J$. With substrate loss the time to a given temperature falls faster than this, because a quicker rise leaves less time for heat to escape. For uniform heating at 1 kA/cm², the surface is warming at $266.7\operatorname{erf}(a/\sqrt t)\approx97$ K/µs when it reaches 500 K at 3.36 µs. A 1 % larger current therefore shortens the time by about $500/(3.36\times97)\approx1.5$ %. At much larger currents the loss becomes small and the $1/J$ scaling returns. The late limit, where the rise grows as $J\sqrt t$ and the time therefore as $1/J^2$, applies only to currents well below 1 kA/cm² here. The exponent is about 1.8 at 300 A/cm² and 1.9 at 100 A/cm². At 100 A/cm² the time is about 200 µs and $\sqrt{Dt}\approx115$ µm, so a wafer of 100 µm no longer counts as thick and the limit describes only a thicker substrate. Real transistors also have cells in which the current crowds, so local heating can exceed this one-dimensional estimate. And a 500 K rise is the target set by the exercise, not a failure criterion.

So answer 1.9 µs, and state the condition: no heat leaves the layer. For silicon carbide on its own substrate that condition fails. With uniform heating and the constant $\kappa$ and $C$ assumed here, the mean takes about 3.8 µs; a constant $\kappa$ between 1.2 and 3.7 W/(cm K) moves this between 3.1 and 5.4 µs. The numerical output below lists the values used here.

## Numbers as computed

```
STIPULATED PROBLEM
layer thickness: 10.0 um
heat capacity: 3.0 J/(cm^3 K)
current density: 1000 A/cm^2
voltage: 800 V
start temperature and rise: 300 K, 500 K
energy per area: 1.500 J/cm^2
power per area: 8.000e+05 W/cm^2
heating rate: 266.7 K/us
adiabatic time: 1.875 us
SUBSTRATE CONDUCTION, UNIFORM HEATING
thermal conductivity (rough): 2.0 W/(cm K)
diffusivity: 0.667 cm^2/s
diffusion length sqrt(D t_ad): 11.18 um
diffusion time d^2/D: 1.500 us
surface rise at adiabatic time: 337.6 K
mean layer rise at adiabatic time: 301.9 K
heat kept in layer then: 60.4 %
time for surface rise of 500 K: 3.36 us
time for mean rise of 500 K: 3.82 us
time at which loss reaches 5 %: 0.0265 us
FIELD PROFILE
relative permittivity (rough): 9.7
doping for depletion to layer edge: 8.58e+15 cm^-3
mean and peak field: 0.80, 1.60 MV/cm
junction rise at t_ad, no conduction: 1000 K
junction rise at t_ad, with conduction: 387.9 K
time for junction rise of 500 K: 2.83 us
OTHER THERMAL CORRECTIONS, EACH ALONE, NO SUBSTRATE LOSS
metal thickness (rough): 4.0 um
metal heat capacity (rough): 2.4 J/(cm^3 K)
time with top metal: 2.48 us
C at 300 and 800 K (rough): 2.2, 3.6 J/(cm^3 K)
time with varying C: 1.81 us
current exponent, J ~ T^-m (rough): m = 0.5
current density at 800 K: 612 A/cm^2
time with falling J: 2.52 us
time with varying C and falling J: 2.48 us
COMBINED: CONDUCTION, TRIANGULAR HEATING, METAL, FALLING J
time for hottest point to rise 500 K: 6.45 us
depth of hottest point then: 0.5 um
top-face rise then: 499.8 K
mean layer rise then: 455.1 K
current density then: 630 A/cm^2
ELECTRICAL EFFECTS LEFT OUT
breakdown field (rough): 2.5 MV/cm
peak field / breakdown field: 0.64
gap, mass for tunnelling (rough): 3.2 eV, 0.3 m_e
tunnelling exponent: 134
drift velocity (rough): 2e+07 cm/s
mobile density: 3.12e+14 cm^-3
mobile density / doping: 3.6 %
gap at 800 K (rough): 3.1 eV
mean band density of states, 300 K (rough): 2e+19 cm^-3
intrinsic density at 800 K: 1.5e+10 cm^-3
carrier lifetime (rough): 1 us
generation current at 800 K: 2.4e-06 A/cm^2
```
